# Angular beaming from a long diffusely reflecting tube

**Q.** Every patch of a rough wall re-emits molecules by the cosine law, and a gas in equilibrium sends them through an opening by the same law. Why should the far end of a tube do anything else?

**A.** Because the exit disc does not emit anything. It is a window, and what passes through it depends on what lies behind it in each direction.

Take a straight circular tube of radius $a$ from $z=0$ to $z=L$. A gas at rest feeds $z=0$ with $J_0$ molecules per area and time; beyond $z=L$ is vacuum. The flow is steady, molecules meet only walls, and each wall impact ends in re-emission by the cosine law without loss. Let $J_0w(z)$ be the impact rate per wall area. In steady state it is also the emission rate.

A surface emitting at rate $J$ by the cosine law sends $J\cos\alpha/\pi$ per area and solid angle at angle $\alpha$ from its normal; the $\pi$ follows from $\int\cos\alpha\,d\Omega=\pi$ over a hemisphere. Per *projected* area this is $J/\pi$, whatever the direction. Between two small areas at distance $r$ the exchanged rate is

$$\frac{J}{\pi}\,\frac{dA_1\cos\alpha_1\,dA_2\cos\alpha_2}{r^2}.$$

It is symmetric in the two areas, so $J/\pi$ can equally be assigned to the receiving end: it is constant along a free ray. A ray leaving through the exit therefore carries $J_0w(z)/\pi$ if it started on the wall at $z$, and $J_0/\pi$ if it came through the entrance.

**Q.** Then turn that into an angular distribution.

**A.** Let $I(\theta)$ be the number of molecules per time and solid angle at angle $\theta$ from the axis. Fix a direction and follow the rays back from all points of the exit disc. A ray that has moved sideways by $s$ has gone back axially by $s/\tan\theta$. Seen along the axis, it runs along a chord until it meets the circle.

A chord at distance $y$ from the centre has length $2\sqrt{a^2-y^2}$, so the exit area whose rays can move sideways by more than $t$ is

$$A(t)=\int_{-y_t}^{y_t}\left(2\sqrt{a^2-y^2}-t\right)dy,\qquad y_t=\sqrt{a^2-t^2/4}.$$

The integrand vanishes at the limits, so $dA/dt=-2y_t$. With $t=2aq$ this becomes $dA/dq=-4a^2\sqrt{1-q^2}$. Since $A=0$ at $q=1$,

$$\frac{A}{\pi a^2}=G(q)=\frac4\pi\int_q^1\!\sqrt{1-x^2}\,dx=\frac2\pi\left[\arccos q-q\sqrt{1-q^2}\right],$$

and $G=0$ for $q>1$. Rays from the entrance need a sideways room of $L\tan\theta$, that is $q>p$ with

$$p=\frac{L\tan\theta}{2a}.$$

The others start on the wall at $z=L-2aq/\tan\theta$, and the fraction of exit area belonging to $dq$ is $(4/\pi)\sqrt{1-q^2}\,dq$. The disc is seen with projected area reduced by $\cos\theta$. With $I_0=J_0a^2$,

$$\frac{I}{I_0}=\cos\theta\left\{G(p)+\frac4\pi\int_0^{\min(1,p)}\!\!\sqrt{1-q^2}\;w\!\left(L-\frac{2aq}{\tan\theta}\right)dq\right\}.\tag{1}$$

**Q.** The braces might still turn out to be constant.

**A.** They cannot. On the axis $p=0$ and $G=1$, so $I(0)=I_0$ for every length: the line of sight ends in the source gas. Let $W$ be the probability that an entering molecule leaves at the far end. Then $\int I\,d\Omega=\pi a^2J_0W=\pi I_0W$. If $I=C\cos\theta$ held, the axis would give $C=I_0$ and the total flow $\pi C=\pi I_0$, hence $W=1$. For $L>0$ some molecules hit the wall near the entrance and go back, so $W<1$: a contradiction.

A cosine source with the same total flow has $I=WI_0\cos\theta$. The axial intensity exceeds it by the factor $1/W$. As $L\to0$, $W\to1$ and the cosine law returns.

**Q.** Everything now hangs on $w$ and $W$. Where do they come from?

**A.** From a balance of impacts, which needs three view probabilities. The first, $D(x)$, is that a molecule from one disc directly reaches another at distance $x$. Integrating the entrance part of (1) over angle,

$$D(x)=2\int_0^{\pi/2}\sin\theta\cos\theta\;G\!\left(\frac{x\tan\theta}{2a}\right)d\theta .$$

Put $u=\tan\theta$, so that $2\sin\theta\cos\theta\,d\theta=-d[1/(1+u^2)]$, and integrate by parts. The boundary term is $G(0)=1$. With $b=x/2a$, $q=bu$ and $G'=-(4/\pi)\sqrt{1-q^2}$,

$$D=1-\frac4\pi\int_0^1\frac{b^2\sqrt{1-q^2}}{b^2+q^2}\,dq .$$

For $q=\sin\varphi$ the integrand is $b^2[(1+b^2)/(b^2+\sin^2\varphi)-1]\,d\varphi$. Substituting $\tan\varphi$ gives $\int_0^{\pi/2}d\varphi/(b^2+\sin^2\varphi)=\pi/(2b\sqrt{1+b^2})$. Therefore

$$D=1+2b^2-2b\sqrt{1+b^2}.$$

A molecule from a disc lands on the wall ring between $x$ and $x+dx$ with probability $-D'dx$. The exchange is symmetric, so area times probability is equal both ways: $\pi a^2(-D'dx)=2\pi a\,dx\,E(x)$, where $E$ is the probability of going from the wall to a disc at distance $x$. A molecule from the wall lands on a ring at distance $x$ with probability $K\,dx=E(x)-E(x+dx)$. Thus

$$E=-\tfrac a2D',\qquad K=-E',\qquad E(0)=\tfrac12,$$

the last because $D=1-x/a+\dots$. Counting impacts on a ring, and then arrivals at the exit,

$$w(z)=\int_0^L\!K(|z-z'|)w(z')dz'+E(z),\tag{2}$$
$$W=D(L)+\frac2a\int_0^L\!w(z)E(L-z)\,dz.\tag{3}$$

The factor $2/a$ is ring area per length over disc area. Since part of every emission escapes, repeated insertion of (2) into itself converges to a unique solution, and a positive source gives a positive solution.

**Q.** Does (2) say anything without being solved?

**A.** Two things. A molecule leaving the wall must land somewhere, so $\int_0^LK\,dz'+E(z)+E(L-z)=1$. Hence $1-w(z)$ obeys (2) with source $E(L-z)$, as does $w(L-z)$, and by uniqueness

$$w(z)+w(L-z)=1.$$

Next differentiate (2). Move the derivative of $K$ from $z$ to $z'$, with a minus sign, and integrate by parts. With $w_L=w(L)$ and $w(0)=1-w_L$, the boundary terms and $E'=-K$ combine to

$$w'(z)=\int_0^L\!K(|z-z'|)w'(z')dz'-w_L[K(z)+K(L-z)].$$

The source is negative, so $w'<0$: the impact rate falls steadily toward the exit. A view along the axis looks into denser gas than a slanted view.

**Q.** I expect you will now assume a linear fall, as in diffusion.

**A.** It follows from constant flow. The net flow through any cross-section, divided by $\pi a^2J_0$, is

$$W=D(z)+\frac2a\left[\int_0^z\!wE(z-z')dz'-\int_z^L\!wE(z'-z)dz'\right].$$

Integrate this from $0$ to $z$. Because $E=-(a/2)D'$, a ring at $z'$ contributes $w(z')[D(z')-D(|z-z'|)]$, whether $z'$ lies before or after $z$. So

$$Wz=\int_0^z\!D\,dx+\int_0^L\!w(z')\left[D(z')-D(|z-z'|)\right]dz'.$$

In terms of $S(z)=\int_0^LwD(|z-z'|)dz'+\int_z^\infty D\,dx$ this reads $S(z)=S(0)-Wz$. Here $S$ is $w$ smeared with the weight $D$, after continuing $w$ as 1 before the tube and 0 behind it. This smeared profile is linear at any $L$.

Its normalization needs

$$\int_0^\infty\!D\,dx=2a\lim_{B\to\infty}\left[B+\tfrac23B^3-\tfrac23(1+B^2)^{3/2}+\tfrac23\right]=\frac{4a}3,$$

since $(1+B^2)^{3/2}=B^3+\frac32B+O(1/B)$. The symmetry of $w$ gives $S(0)+S(L)=8a/3$, and linearity gives $S(0)-S(L)=WL$. Hence $S(0)=4a/3+WL/2$. By definition also $S(0)=\int_0^LwD\,dz+4a/3$, so

$$LW=2\int_0^L\!w(z)D(z)\,dz<\frac{8a}3 .$$

For long tubes the bound becomes the limit. As $w$ falls with $z$, (3) gives $W\ge w(L-u)[D(u)-D(L)]$ for any fixed $u$. The left side tends to zero, so $w(L-u)\to0$ and, by symmetry, $w(u)\to1$. The integral then tends to $4a/3$, and

$$LW\to\frac{8a}3\qquad(L/a\to\infty).$$

The smeared profile $M=3S/8a$ tends to $1-z/L$. To undo the smearing, choose $X=\sqrt{aL}$ and let $\epsilon$ be the weight beyond $X$. Monotonic fall gives $M(z+X)-\epsilon\le w(z)\le M(z-X)+\epsilon$. Both $\epsilon$ and $X/L$ vanish for large $L$, so $w\to1-z/L$ all along the tube.

The approach is slow. Solving (2) numerically gives $LW/a=2.257$, 2.528 and 2.624 at $L/a=25$, 100 and 400, against the limit 2.667.

**Q.** What does the beam look like near the axis?

**A.** Keep $p$ fixed while $L/a$ grows, so $\theta$ is of order $a/L$. The wall origin in (1) is $z=L(1-q/p)$, where $w\to q/p$. With $\int_0^mq\sqrt{1-q^2}\,dq=[1-(1-m^2)^{3/2}]/3$ and $m=\min(1,p)$,

$$\frac I{I_0}\to F(p)=G(p)+\frac4{3\pi p}\left[1-(1-m^2)^{3/2}\right].\tag{4}$$

For small $p$ the first term is $1-4p/\pi$ and the second adds $2p/\pi$. Hence $F\approx1-2p/\pi$, a cusp: tilting the view removes entrance area in proportion to the angle, and wall gas makes up half the loss. For $p>1$ the entrance is hidden and $F=4/(3\pi p)$. The half-intensity point is $p=0.839$, or $\theta_{1/2}\approx1.678\,a/L$ in radians. At $L/a=400$, eight directions between $p=0.05$ and $p=5$ were compared with (1): the largest difference in $I/I_0$ was 0.004.

**Q.** So a long tube puts most of its molecules into a narrow pencil?

**A.** No. A core of width $a/L$ has solid angle of order $(a/L)^2$ and intensity of order $I_0$, while the total flow is of order $I_0a/L$. The core holds a fraction of order $a/L$. The tube chiefly removes molecules from the sides; it does not add any to the axis.

For the rest take $\tan\theta\gg2a/L$. Then $G=0$, and (1) looks at wall near the exit. There $w$ is small, so its end value matters. Try $w\approx e+(L-z)/L$. Since $\int_0^1\sqrt{1-q^2}\,dq=\pi/4$ and $\int_0^1q\sqrt{1-q^2}\,dq=1/3$,

$$\frac I{I_0}\approx\cos\theta\left[e+\frac{8a}{3\pi L\tan\theta}\right].$$

The flow is $W=2\int_0^{\pi/2}\sin\theta\,(I/I_0)\,d\theta=e+4a/(3L)$; extending the integral through the core costs only order $(a/L)^2$. Setting $W=8a/(3L)$ fixes $e=4a/(3L)=W/2$, and division by $W$ gives

$$\frac I{WI_0}\approx\frac{\cos\theta}2+\frac{\cos^2\theta}{\pi\sin\theta}.\tag{5}$$

Even the wide-angle part is not a cosine law: half of this flow follows one, and the other half is thrown forward. Integrated up to $\theta$, (5) gives the share $\frac12\sin^2\theta+(\theta+\sin\theta\cos\theta)/\pi$, with its median at 34.5°. A cosine source has its median at 45°.

**Q.** You fitted $e$. Is (5) right at the edge?

**A.** Not quite, because $w$ is not the straight line assumed. Compared with the line $W[\frac12+3(L-z)/8a]$ that (5) stands for, $w$ lies below it within about one radius of the exit, which is what large angles look at, and above it further in, with a slowly growing gap. Smaller angles look at that second zone; at 10° the rays reach back at most $2a/\tan10^\circ\approx11$ radii. Relative to (1) with the numerical $w$ at $L/a=400$, (5) is 5.0 % low at 10°, 5.2 % high at 60° and 14.9 % high at 89°. The grazing value can be found without a fit.

As $\theta\to90^\circ$, (1) gives $I/(I_0\cos\theta)\to w_L$. Lengthen the tube and call $v=\partial w/\partial L$. From (2), $v(z)=w_LK(L-z)+\int Kv\,dz'$, so $v>0$. Differentiating (3), with $D'(L)=-(2/a)E(L)$ and $E'=-K$,

$$\frac{dW}{dL}=\frac2a\left[-E(L)+\frac{w_L}2+\int_0^L\!vE(L-z)dz-\int_0^L\!wK(L-z)dz\right].$$

Equation (2) at $z=L$ makes the last integral $w_L-E(L)$. For the other, recall that $f=1-w$ satisfies $f-\int Kf=E(L-z)$. As $K$ is symmetric, it can be moved from $f$ to $v$:

$$\int_0^L\!vE(L-z)dz=\int_0^L\!f\left(v-\int Kv\right)dz=w_L\int_0^L\!K(L-z)(1-w)dz.$$

The last integral is $[\frac12-E(L)]-[w_L-E(L)]=\frac12-w_L$. Collecting terms,

$$\frac{dW}{dL}=\frac2a\left[\frac{w_L}2+w_L\left(\tfrac12-w_L\right)-w_L\right]=-\frac2a\,w_L^2 .$$

At $L/a=10$ both sides, computed separately, are $-0.01447/a$.

Since $w_L=1-w(0)$, its change with length is $-v(0)<0$. For $c>1$ this monotony gives $W(L)-W(cL)\le(2/a)(c-1)L\,w_L^2$. Multiply by $L$ and use $LW\to8a/3$: in the limit $L^2w_L^2$ is at least $4a^2/(3c)$. The interval from $L/c$ to $L$ gives, in the same way, at most $4a^2c/3$. Letting $c\to1$,

$$w_L\to\frac{2a}{\sqrt3\,L},\qquad\frac{w_L}W\to\frac{\sqrt3}4=0.433 .$$

At grazing exit a long tube thus sends 0.433 of what the equal-flow cosine source sends, where (5) says 0.5.

**Q.** Has (1) been compared with anything that does not use $w$?

**A.** Yes. At $L/a=20$, 300 000 molecules were followed from wall to wall with random cosine-law emission. The fraction transmitted was 0.1088; (3) gives 0.1093. Sorted into seven angular bins, the counts differ from (1) by at most 1.9 standard deviations. A cosine law with the same total misses one bin by 83.

**Q.** Put numbers on a feature that a process engineer would recognize.

**A.** Take C₂H₂ at 0.02 Torr and 350 K above an open-ended hole 100 nm wide and 4000 nm long, so $L/a=80$. For a Maxwell gas of density $n$, the one-way flow is $J_0=n\sqrt{k_BT/2\pi m}=P/\sqrt{2\pi mk_BT}$. With molar mass 26.04 g/mol this is $7.36\times10^{18}$ per cm² and second, and

$$I_0=7.36\times10^{18}\times(5\times10^{-6})^2=1.84\times10^8\ \text{s}^{-1}\text{sr}^{-1}.$$

The balance gives $W=0.03125$; the limiting form $8a/(3L)=0.0333$ is 7 % higher. The hole passes $\pi I_0W=1.81\times10^7$ molecules per second. An equal-flow cosine source would have axial intensity $WI_0=5.75\times10^6$ s⁻¹sr⁻¹, so the peaking factor is $1/W=32$.

The intensity halves at 1.21°; (4) predicts $1.678/80$ rad, or 1.20°. Relative to the cosine source at the same angle:

| angle | ratio |
|---|---|
| 1° | 18.4 |
| 10° | 2.44 |
| 30° | 1.08 |
| 60° | 0.65 |
| 85° | 0.47 |

The entrance is visible from some part of the exit up to 1.43°, and 1.2 % of the flow leaves within that angle. Within 10° it is 12.6 %, against 3.0 % for a cosine source. The median exit angle is 33.5°.

**Q.** Real holes have a bottom, a taper and walls that are not ideal. What survives?

**A.** The dimensions and pressure are rough typical values for high-aspect-ratio memory holes in plasma processing; the imperfections below are chosen to show sensitivity, each changed alone. The model describes thermal neutral molecules only: ions, which arrive directed by the sheath field, lie outside it, and reactive radicals can have wall losses far above the values tried here. Gas collisions are rare here: for a molecular diameter of roughly 0.45 nm the mean free path is about $2\times10^6$ nm, 500 times the hole length. A straight flight along the axis is thus disturbed in at most about 0.2 % of cases. Molecules that zigzag through travel about 22 hole lengths on average, so up to about 4 % of them may meet another molecule on the way. A wall loss of $10^{-4}$ per impact lowers $W$ by 8 %, and $10^{-3}$ lowers it by 53 %. If a tenth of the impacts are mirror-like, $W$ rises to $0.0378\pm0.0006$ and the peaking falls to about 26. A taper of 0.1° narrows the exit radius from 50 to 43 nm; $W$, counted per entering molecule, drops to $0.0255\pm0.0005$. The axial intensity shrinks with the exit area, to $(43/50)^2I_0$, so the peaking is now $(43/50)^2/W$, about 29 to 30.

A blind hole has a bottom in place of the open end, and that can matter much more. Let the bottom capture a fraction $\beta$ and re-emit the rest by the cosine law. If $J_0H$ arrives per area, $(1-\beta)J_0H$ goes back up. Take this re-emission as uniform over the bottom. The arrivals are in fact about 10 % above the mean at the centre and 15 % below it at the rim, but this changes $H$ in the example by far less than 1 %. Then by symmetry a fraction $W$ escapes and $1-W$ returns, so $H=W+(1-W)(1-\beta)H$, or

$$H=\frac W{1-(1-\beta)(1-W)} .$$

The axial arrival still comes straight from the source gas, so the peaking is $1/H$. For $\beta=0.1$, $H=0.03125/(1-0.9\times0.96875)=0.244$ and the peaking is 4.1 instead of 32. With $\beta=0$, $H=1$: the hole fills to equilibrium and the arrivals follow the cosine law. In general $1/H=1+\beta(1/W-1)$, so with side walls that lose nothing, strong beaming at the bottom of a long hole requires a capture probability much larger than $W$; it need not be close to one. If the side walls also capture molecules, the hole cannot fill to equilibrium, and the arrivals are peaked even at $\beta=0$. The numerical output below lists the remaining values.

## Computed results

```
TESTS (lengths in units of the radius a)
L/a=20: W = 0.10932, traced 0.10881
largest bin deviation, derived law: 1.9 sigma
largest bin deviation, cosine law: 83 sigma
L/a=10: dW/dL = -0.014471, -2w(L)^2 = -0.014471
L/a=25: L*W/a = 2.2569, L*w(L)/a = 0.9901
L/a=100: L*W/a = 2.5276, L*w(L)/a = 1.0984
L/a=400: L*W/a = 2.6239, L*w(L)/a = 1.1372
limits: 2.6667 and 1.1547
grazing/cosine: limit 0.4330, L/a=400 0.4334
core law half-width: p = 0.8390, theta*L/a = 1.6780
core law, largest error in I/I0 at L/a=400: 0.0042
wide-angle law at 5 deg: error -4.6 %
wide-angle law at 10 deg: error -5.0 %
wide-angle law at 20 deg: error -3.9 %
wide-angle law at 40 deg: error 0.2 %
wide-angle law at 60 deg: error 5.2 %
wide-angle law at 80 deg: error 11.4 %
wide-angle law at 89 deg: error 14.9 %
wide-angle law median: 34.46 deg
true share inside it at L/a=400: 0.5174
EXAMPLE: C2H2, open-ended hole
diameter 100 nm, length 4000 nm, L/a = 80
pressure 0.020 Torr, temperature 350 K
molar mass 26.04 g/mol
entrance impact rate J0 = 7.3591e+18 per cm2 s
W = 0.03125, long-tube value 8a/(3L) = 0.03333
W from integrating I(theta): 0.03125
flow through hole: 1.8060e+07 molecules/s
axial intensity I0: 1.8398e+08 molecules/(s sr)
equal-flow cosine source: 5.7488e+06 molecules/(s sr)
peaking factor 1/W = 32.00
half-intensity angle: 1.206 deg (cosine: 60)
core law half-angle: 1.202 deg
median exit angle: 33.48 deg (cosine: 45)
share within 1.432 deg: 1.20 %
share within 10 deg: 12.64 %, cosine 3.02 %
0.5 deg: I/I0 = 0.78012, I/cosine source = 24.967
1 deg: I/I0 = 0.57530, I/cosine source = 18.414
2 deg: I/I0 = 0.31152, I/cosine source = 9.976
5 deg: I/I0 = 0.13550, I/cosine source = 4.353
10 deg: I/I0 = 0.07496, I/cosine source = 2.436
30 deg: I/I0 = 0.02913, I/cosine source = 1.076
60 deg: I/I0 = 0.01019, I/cosine source = 0.652
85 deg: I/I0 = 0.00127, I/cosine source = 0.468
NEGLECTED EFFECTS
molecule diameter 0.45 nm (rough), 0.45 % of hole
mean free path 2.014e+06 nm, L/path = 1.99e-03
wall loss 1e-04 per hit: W = 0.02864, change -8.3 %
wall loss 1e-03 per hit: W = 0.01466, change -53.1 %
mirror fraction 0.1: W = 0.0378 +- 0.0006, peaking 26.5
taper 0.1 deg: exit radius 43.0 nm
  W = 0.0255 +- 0.0005, peaking 29.0
bottom capture 0.1: arrival H = 0.2439, peaking 4.10
```
